Thermal-Noise and Background-Limited Detectivity of a Photodiode at Zero Bias

**Problem**

A photodiode is operated at zero bias, that is, short-circuited. Its responsivity R is the collected charge per unit of incident signal energy. Its zero-bias resistance is R0 = dV/dI at V = 0, and its area is A. The signal photons have energy ω, and the diode responds only to photons above a cut-off energy ω_c. The data of a model device are:

ω = 0.28 eV, ω_c = 0.25 eV
R = 2.5 e/eV
R0A = 0.0016 eV s Å²/e²
detector temperature T = 0.010 eV
background temperature T_b = 0.025 eV

Temperatures are given as energies, so T stands for the Boltzmann constant times the temperature. The background is a black body that fills the whole hemisphere in front of the diode.

The detectivity is defined by

D = √(A Δf) / P_min,

where P_min is the signal power whose photocurrent equals the rms noise current in the bandwidth Δf.

(a) Find D when thermal noise is the only noise.
(b) Find the background photon flux above cut-off, and D when the noise of the background photons is the only noise.
(c) Which noise limits this diode, and what is D when both are present?

The algebra uses atomic units, e = ħ = 1. Noise spectral densities are one-sided: the mean-square noise in a band is the density integrated over positive frequencies f. Amplifier noise and 1/f noise are left out, and the noise is taken as white in the band of interest.

**Hints**

1. Let s be the noise density of the current divided by the area. Show first that D depends on the noise through s alone, so that area and bandwidth drop out.

2. For the thermal noise, connect a capacitor across R0. Equipartition fixes the mean-square voltage on it, whatever the noise source looks like inside.

3. The net dark current at zero bias is zero. Ask whether the currents that cancel also have noises that cancel.

4. For the background, count photons, not energy. A photon arriving at a slant sees a reduced area.

5. The responsivity at the signal energy gives the quantum efficiency. An assumption is then needed to apply it to the rest of the background spectrum.

6. Independent noises add as mean squares.

**Solution**

*From noise to detectivity.* Let S be the spectral density of the noise current and s = S/A. The rms noise current in the band is √(S Δf) = √(s A Δf). A signal power P gives the photocurrent RP. Setting the two equal gives

P_min = √(s A Δf) / R,

and therefore

D = √(A Δf) / P_min = R / √s.    (1)

The area cancels because every noise considered here has S proportional to A, and the bandwidth cancels because the noise is white. The signal's own shot noise has been neglected. The signal current at threshold is √(s A Δf), and this is small compared with sA, which sets the scale of the charge flow that makes the noise, if √(Δf/(sA)) ≪ 1. The relative error in P_min is of the order of this square root.

*(a) Thermal noise.* Represent the noise of the resistance by a voltage source of white density S_V in series with R0, and let this charge a capacitor C. The voltage on the capacitor at frequency f is reduced by the factor 1/(1 + 2πi f R0C), so

⟨V²⟩ = ∫₀^∞ S_V df / [1 + (2πf R0C)²].

With y = 2πf R0C the integral becomes S_V/(2πR0C) times ∫₀^∞ dy/(1 + y²) = π/2. Hence

⟨V²⟩ = S_V / (4R0C).

The capacitor stores the energy CV²/2. In equilibrium at temperature T the mean of this quadratic energy is T/2, so ⟨V²⟩ = T/C. Equating the two expressions,

S_V = 4TR0.

The capacitance has dropped out. It may be chosen so large that the voltage fluctuation √(T/C) is far below T/e, and the diode is then a linear resistance over the range explored. The short-circuit current noise is the voltage noise divided by R0²:

S_th = 4T/R0,    s_th = 4T/(R0A).    (2)

This is classical equipartition, so it requires frequencies whose quantum is small compared with T. From (1) and (2),

D_th = R √(R0A / (4T)).    (3)

The same noise can be read from the charge flow in an ideal diode, with

I(V) = I0 [exp(V/T) − 1].

The slope at V = 0 is 1/R0 = I0/T. At zero bias two currents of size I0 flow in opposite directions, and their means cancel. To find their noise, let charges cross independently at the mean rate r. In a time t the number has mean rt and, by Poisson statistics, variance rt. The current averaged over t is the number divided by t, so its variance is r/t. A white density S averaged over a window t gives the variance

S ∫₀^∞ [sin(πft)/(πft)]² df = S/(2t).

Comparison gives S = 2r, the shot-noise formula. A reversed sign of the charge does not change a variance, so the two opposite currents contribute

S = 2I0 + 2I0 = 4I0 = 4T/R0,

in agreement with (2). Zero net dark current thus leaves the noise of two dark currents. It also follows that the thermal noise at zero bias already contains the shot noise of the dark current; adding a further term for it would count it twice.

For the numbers, (2) gives

s_th = 4 × 0.010 / 0.0016 = 25 e²/(Å² s),

and (1) gives

D_th = 2.5 / √25 = 0.500 Å s^(1/2)/eV.

In the customary unit this is 3.12 × 10¹⁰ cm Hz^(1/2)/W. In the ideal-diode picture the current density in each direction is T/(R0A) = 0.010/0.0016 = 6.25 e/(Å² s), about 0.01 A/cm². This is a model value. A diffusion-limited junction with this cut-off at this temperature has a far smaller saturation current, so a real diode with so low an R0A would be dominated by leakage, tunnelling or depletion-region generation. Equation (2) still holds for such a diode, since it rests on equilibrium alone, but the relation I0 = T/R0 and the counting of two opposite currents used below hold only for the ideal diode.

*(b) Background photons: the flux.* The number of photon modes per volume, with two polarizations, is 2 d³k/(2π)³. Integrating over directions gives k² dk/π², and with k = ω/c this is ω² dω/(π²c³). Each mode holds on average

n(ω) = 1 / [exp(ω/T_b) − 1]

photons. In black-body radiation the photons travel equally in all directions. The flux onto one side of a surface is the density times c times the average of cos θ over all directions, with the receding half counted as zero,

(1/4π) ∫₀^{2π} dφ ∫₀^{π/2} cos θ sin θ dθ = (1/4π)(2π)(1/2) = 1/4.

The photon flux above cut-off is therefore

Φ = 1/(4π²c²) ∫_{ω_c}^∞ ω² dω / [exp(ω/T_b) − 1].    (4)

Put y = ω/T_b and x = ω_c/T_b, and expand 1/(e^y − 1) = Σ_k e^(−ky) with k = 1, 2, 3, … Two integrations by parts give

∫_x^∞ y² e^(−ky) dy = e^(−kx) (x²/k + 2x/k² + 2/k³),

so that

Φ = T_b³/(4π²c²) Σ_k e^(−kx) (x²/k + 2x/k² + 2/k³).    (5)

Here x = 0.25/0.025 = 10. The first term of the sum is e^(−10)(100 + 20 + 2) = 122 e^(−10), and the second is smaller by a factor of order e^(−10), so one term suffices.

When time is measured in seconds, ħ has to be restored. The angular frequency in the mode count is the photon energy divided by ħ, and it enters (4) three times, twice in ω² and once in dω. The prefactor in (5) becomes T_b³/(4π²ħ³c²). With ħ in eV s and c in Å/s the result is

Φ = 0.855 photons/(Å² s).

*(b) Background photons: the noise.* Let η be the fraction of incident photons that each deliver one collected charge, with no gain. A signal photon of energy ω then gives the mean charge η, so R = η/ω and

η = Rω = 2.5 × 0.28 = 0.70.

This fixes η at the signal energy. For the background, η is assumed to have the same value for all photon energies above the cut-off and all directions of incidence, and to vanish below the cut-off. The background photocurrent per area is then

ηΦ = 0.599 e/(Å² s).

If the charges arrive independently, the shot-noise formula gives

s_bg = 2ηΦ = 1.20 e²/(Å² s),    (6)

and from (1)

D_bg = R / √(2ηΦ) = (1/ω) √(η/(2Φ)).    (7)

The second form follows by inserting R = η/ω. A better quantum efficiency raises D_bg only as √η, because it collects more background along with more signal. Numerically,

D_bg = 2.5 / √1.1975 = 2.28 Å s^(1/2)/eV,

or 1.43 × 10¹¹ cm Hz^(1/2)/W.

Two approximations in (6) need a check. The first is that the photons arrive independently, whereas thermal photons bunch. In one mode the photon number N has probabilities proportional to exp(−Nu) with u = ω/T_b. Its mean is n = 1/(e^u − 1), and its variance is −dn/du = n(1 + n). If each photon is counted with probability η, the variance of the count has two parts: η² n(1 + n) from the fluctuation of N, and η(1 − η)n from the random selection. Their sum is

ηn(1 + ηn).

Independent arrivals would give ηn, so the relative excess is ηn. It is largest at the cut-off, where it equals 3.2 × 10⁻⁵. The correction to s_bg is no larger than this and can be dropped. For a cut-off comparable with T_b it could not be.

The second approximation concerns radiation at the detector's own temperature. If R0 describes a diode in equilibrium with its surroundings at T, its current I0 already includes charges generated by that radiation. Let Φ_T be the flux (5) evaluated at T instead of T_b. Replacing the surroundings by the background raises the generation current per area by η(Φ − Φ_T), while the opposite current at V = 0 stays the same, provided dark current and photocurrent superpose. Strictly, then, the added noise is 2η(Φ − Φ_T). This vanishes for T_b = T, as it must, since the diode is then in equilibrium and (2) is the whole noise. In the example Φ_T/Φ = 1.1 × 10⁻⁷, and the distinction has no effect. For a detector nearly as warm as the background it changes the added noise greatly, but it matters for D only if radiation generates a large part of the dark current.

*(c) Comparison.* The ratio of the noise powers is

s_bg/s_th = 1.1975/25 = 0.048,

and the ratio of the detectivities is

D_th/D_bg = 0.5000/2.2846 = 0.219,

which is the square root of the first. The diode is limited by thermal noise, and its thermal limit lies a factor of about 4.6 below the background limit. Since both limits contain the same R, this ratio does not depend on the signal energy as long as η is constant. The result reflects the low R0A chosen for the model, about 1 Ω cm². Good photodiodes with this cut-off, cooled to the same temperature of about 116 K, can have a far larger R0A and are then limited by the background instead.

The two noises are independent, so s = s_th + s_bg. By (1), s = R²/D² for each noise and for the total, hence

1/D² = 1/D_th² + 1/D_bg².    (8)

With the numbers,

D = 2.5 / √(25 + 1.1975) = 0.488 Å s^(1/2)/eV,

or 3.05 × 10¹⁰ cm Hz^(1/2)/W. The background lowers the detectivity by 2.3 % relative to the thermal limit.

In the ideal-diode picture the comparison is a matter of counting charges. The two dark currents move 2 × 6.25 = 12.5 charges per Å² and second across the diode, and the background adds 0.6. Each crossing contributes equally to the noise, whichever way it goes. In a simulation with random counts for the three currents, D was formed from its definition in a finite band. It gave 0.4996 Å s^(1/2)/eV in the dark and 0.4887 Å s^(1/2)/eV with the background on. Both agree with (3) and (8) within the statistical error of about 0.1 %. These values are listed in the numerical output.

**Variation 1: how large must R0A be?**

*Keep R, T and the background fixed. At what R0A are the two limits equal, and what is needed to reach 90 % of D_bg?*

Equal limits mean equal noise densities, 4T/(R0A) = 2ηΦ. Solving for the resistance-area product,

(R0A)* = 2T/(ηΦ) = 0.020/0.5987 = 0.0334 eV s Å²/e²,

which is about 21 Ω cm². This is 21 times the given value, the inverse of the noise ratio 0.048. The dark current density in each direction, T/(R0A), has then fallen to ηΦ/2, so the two dark currents together move as many charges as the background does.

At this point D is not yet D_bg. Since s_th/s_bg = (R0A)*/(R0A), equation (8) can be written as

D/D_bg = 1 / √[1 + (R0A)*/(R0A)].

At equality this is 1/√2, giving D = 2.2846/√2 = 1.62 Å s^(1/2)/eV. For D/D_bg = 0.9 the condition is

(R0A)*/(R0A) = 1/0.81 − 1 = 0.235,

so R0A must be 4.3 times (R0A)*, or about 0.14 eV s Å²/e². For small R0A the expression reduces to D ∝ √(R0A), which is the thermal limit. For large R0A it levels off at D_bg, and further reduction of the dark current gains little.

**Variation 2: does a cold shield help?**

*A shield at the detector temperature restricts the view of the background to a cone of half-angle θ around the normal. How does D change for θ = 30°, and what is the most that can be gained?*

In the average over all directions, only those within the cone now contribute:

(1/4π)(2π) ∫₀^θ cos θ′ sin θ′ dθ′ = (sin² θ)/4.

The background flux is therefore Φ sin² θ. The shield's own radiation is at temperature T and belongs to the equilibrium noise already contained in R0; by the ratio Φ_T/Φ found above it is negligible in any case. From (7), the background limit rises to

D_bg(θ) = D_bg / sin θ,

while D_th is unchanged. For θ = 30°, sin θ = 1/2, and the background limit doubles to 4.57 Å s^(1/2)/eV. The noise density of the background falls to 1.1975/4 = 0.299 e²/(Å² s), so

D = 2.5 / √(25 + 0.299) = 0.497 Å s^(1/2)/eV.

This is 1.8 % above the value without a shield, although the background limit itself has doubled. As θ → 0 the detectivity tends to D_th = 0.500 Å s^(1/2)/eV, a gain of 2.4 % over the unshielded 0.488. That limit assumes that the signal still reaches the diode undiminished through the narrowed cone.

For this diode the shield removes the smaller of the two noises. An increase of R0A acts on the larger one: by Variation 1, a factor of 21 in R0A raises D from 0.488 to 1.62 Å s^(1/2)/eV. Once R0A is well above (R0A)*, the roles are reversed. The detectivity then follows D_bg/sin θ, until the shielded background noise has fallen to the level of the thermal noise.

Calculated quantities

```
Unit note: A = angstrom, e = elementary charge
signal photon energy        0.28 eV
cut-off energy              0.25 eV
responsivity                2.50 e/eV
R0A                         0.0016 eV s A^2/e^2
detector temperature        0.010 eV
background temperature      0.025 eV
quantum efficiency          0.700
cut-off / background temp.  10.00
saturation current density  6.250 e/(A^2 s)
background photon flux      0.8554 1/(A^2 s)
background photocurrent     0.5987 e/(A^2 s)
thermal noise density/area  25.000 e^2/(A^2 s)
backgr. noise density/area  1.1975 e^2/(A^2 s)
backgr./thermal noise power 0.0479
D thermal                   0.5000 A s^(1/2)/eV
D background                2.2846 A s^(1/2)/eV
D combined                  0.4884 A s^(1/2)/eV
D thermal / D background    0.2189
D combined / D thermal      0.9769
D thermal, converted        3.121e+10 cm Hz^(1/2)/W
D background, converted     1.426e+11 cm Hz^(1/2)/W
D combined, converted       3.049e+10 cm Hz^(1/2)/W
R0A for equal limits        0.03340 eV s A^2/e^2
R0A for equal, converted    20.85 ohm cm^2
R0A equal / R0A given       20.88
D simulated, dark           0.4996 A s^(1/2)/eV
D simulated, background on  0.4887 A s^(1/2)/eV
flux at detector temp./flux 1.09e-07
bunching correction bound   3.18e-05
1 A s^(1/2)/eV = 6.2415e+10 cm Hz^(1/2)/W
1 eV s A^2/e^2 = 624.15 ohm cm^2
```
